# The scissors operator in PAW and its effect on velocities: test program

```python
"""Scissors operator in the PAW method, tested on a one-dimensional crystal.

Result under test: with H~ = T^+ H T, S = T^+ T and pseudo eigenvectors
normalized by S, a rigid shift Delta of all empty states is Delta * S P_c,
P_c = sum_c |c~><c~| S. It leaves interband position elements unchanged and
multiplies filled-empty velocity elements by (e_cv + Delta) / e_cv.

T      : PAW map, 1 + sum_i (|phi_i> - |phi~_i>) <p_i|, one atom per cell
D      : T^+ dT/dk for the map acting on cell-periodic functions
e_cv   : energy of empty band c minus energy of filled band v
Hartree atomic units throughout; bands are counted per spin.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
CELL = 6.0            # lattice constant
DEPTH = 2.0           # depth of the Gaussian well
WIDTH = 0.4           # V(x) = -DEPTH exp(-(x/WIDTH)^2) in each cell
RADIUS = 1.2          # augmentation radius
E_REF = 0.3           # energy of the partial waves
FILLED = 2            # number of filled bands
DELTA = 0.1           # scissors shift
N_FINE = 72           # all-electron plane waves: |n| <= N_FINE
N_PSEUDO = 24         # pseudo plane waves: |n| <= N_PSEUDO
K0 = 0.1 * 2 * np.pi / CELL
STEP = 1e-4           # k step of the finite differences


def well(x):
    return -DEPTH * np.exp(-(x / WIDTH) ** 2)


def make_partial_waves():
    """Return nodes, weights, and (phi - phi~, projector) for each parity."""
    t, w = np.polynomial.legendre.leggauss(120)
    x = 0.5 * RADIUS * (t + 1)
    w = 0.5 * RADIUS * w
    full_x = np.concatenate([-x[::-1], x])
    full_w = np.concatenate([w[::-1], w])
    channels = []
    for parity, start in ((0, [1.0, 0.0]), (1, [0.0, 1.0])):
        sol = solve_ivp(lambda s, y: [y[1], 2 * (well(s) - E_REF) * y[0]],
                        (0.0, RADIUS), start, method="DOP853",
                        t_eval=np.append(x, RADIUS), rtol=1e-11, atol=1e-13)
        phi = sol.y[0, :-1]
        f0, f1 = sol.y[:, -1]
        v_edge = well(RADIUS)
        slope_v = -2 * RADIUS / WIDTH ** 2 * v_edge
        f2 = 2 * (v_edge - E_REF) * f0
        f3 = 2 * slope_v * f0 + 2 * (v_edge - E_REF) * f1
        powers = [parity + 2 * j for j in range(4)]
        rows = np.zeros((4, 4))
        for col, power in enumerate(powers):
            poly = np.poly1d([1.0] + [0.0] * power)
            for order in range(4):
                rows[order, col] = poly(RADIUS)
                poly = poly.deriv()
        coef = np.linalg.solve(rows, [f0, f1, f2, f3])
        smooth = sum(c * x ** p for c, p in zip(coef, powers))
        shape = (1 - (x / RADIUS) ** 2) ** 4 * smooth
        projector = shape / (2 * np.sum(w * shape * smooth))
        sign = 1 if parity == 0 else -1
        extend = lambda f: np.concatenate([sign * f[::-1], f])
        channels.append((extend(phi - smooth), extend(projector)))
    return full_x, full_w, channels


X, W, CHANNELS = make_partial_waves()


def transform(f, q):
    """Fourier transform of a localized function and its q derivative."""
    phase = np.exp(-1j * np.outer(q, X))
    return phase @ (W * f), phase @ (-1j * X * W * f)


def build(k, n_pseudo=N_PSEUDO):
    """PAW matrices at k and their analytic k derivatives."""
    n_f = np.arange(-N_FINE, N_FINE + 1)
    n_c = np.arange(-n_pseudo, n_pseudo + 1)
    q_f = k + 2 * np.pi / CELL * n_f
    q_c = k + 2 * np.pi / CELL * n_c
    tmap = (n_f[:, None] == n_c[None, :]).astype(complex)
    dmap = np.zeros_like(tmap)
    for difference, projector in CHANNELS:
        a, da = transform(difference, q_f)
        p, dp = transform(projector, q_c)
        tmap += np.outer(a, p.conj()) / CELL
        dmap += (np.outer(da, p.conj()) + np.outer(a, dp.conj())) / CELL
    g = 2 * np.pi / CELL * (n_f[:, None] - n_f[None, :])
    ham = (-DEPTH * WIDTH * np.sqrt(np.pi) / CELL
           * np.exp(-(g * WIDTH) ** 2 / 4) + np.diag(q_f ** 2 / 2))
    td = tmap.conj().T
    half = td @ ham @ dmap
    onsite = td @ dmap
    momentum = td @ (q_f[:, None] * tmap)
    return dict(T=tmap, H_ae=ham, H=td @ ham @ tmap, S=td @ tmap, D=onsite,
                dH=half + half.conj().T + momentum,
                dS=onsite + onsite.conj().T, P=momentum)


def velocity(vec, energy, dham, dovl, onsite):
    """Velocity matrix from k derivatives of the generalized problem."""
    el = lambda op: vec.conj().T @ op @ vec
    gaps = energy[:, None] - energy[None, :]
    return el(dham) - el(dovl) * energy[None, :] - gaps * el(onsite)


def scissored(k):
    """PAW matrices, shifted Hamiltonian and unshifted eigenpairs at k."""
    m = build(k)
    energy, vec = eigh(m["H"], m["S"])
    s_empty = m["S"] @ vec[:, FILLED:]
    s_pc = s_empty @ s_empty.conj().T
    return m, m["H"] + DELTA * s_pc, s_pc, energy, vec


m, h_shift, s_pc, energy, vec = scissored(K0)
v, c = FILLED - 1, FILLED
size = len(energy)
is_empty = np.arange(size) >= FILLED

# The operator: compare with a separate all-electron diagonalization.
e_ae, u_ae = eigh(m["H_ae"])
filled_ae = u_ae[:, :FILLED] @ u_ae[:, :FILLED].conj().T
from_ae = m["T"].conj().T @ (np.eye(len(e_ae)) - filled_ae) @ m["T"]
operator_error = np.max(abs(from_ae - s_pc))
assert operator_error < 1e-3
assert np.max(abs(energy[:4] - e_ae[:4])) < 1e-4
p_c = vec[:, FILLED:] @ vec[:, FILLED:].conj().T @ m["S"]
p_v = vec[:, :FILLED] @ vec[:, :FILLED].conj().T @ m["S"]
assert np.allclose(p_c, np.eye(size) - p_v, atol=1e-8)
assert np.allclose(p_c @ p_c, p_c, atol=1e-8)
non_hermitian = np.max(abs(p_c - p_c.conj().T))
assert non_hermitian > 1e-4

# The spectrum: only the empty states move, and all by the same amount.
e_shift, vec_shift = eigh(h_shift, m["S"])
assert np.allclose(e_shift, energy + DELTA * is_empty, atol=1e-7)
no_s = vec[:, FILLED:] @ vec[:, FILLED:].conj().T
e_no_s = eigh(m["H"] + DELTA * no_s, m["S"], eigvals_only=True)
gap_change_no_s = (e_no_s[c] - e_no_s[v]) - (energy[c] - energy[v])
assert abs(gap_change_no_s - DELTA) > 1e-4 * DELTA

# Velocities before the shift; slopes and momentum as independent checks.
vel = velocity(vec, energy, m["dH"], m["dS"], m["D"])
plus, minus = scissored(K0 + STEP), scissored(K0 - STEP)
slopes = (plus[3] - minus[3]) / (2 * STEP)
assert np.allclose(np.diag(vel)[:6], slopes[:6], atol=1e-5)
mom = vec.conj().T @ m["P"] @ vec
momentum_errors = []
for n_pseudo in (6, N_PSEUDO):
    b = build(K0, n_pseudo)
    e_b, x_b = eigh(b["H"], b["S"])
    v_b = velocity(x_b, e_b, b["dH"], b["dS"], b["D"])
    p_b = x_b.conj().T @ b["P"] @ x_b
    momentum_errors.append(np.max(abs(v_b - p_b)[:4, :4]))
assert momentum_errors[1] < 1e-3
assert momentum_errors[1] < momentum_errors[0]

# Position elements of the shifted problem from its filled-space projector.
def filled_projector(data):
    _, x_s = eigh(data[1], data[0]["S"])
    u = data[0]["T"] @ x_s[:, :FILLED]
    return u @ u.conj().T


u_shift = m["T"] @ vec_shift
d_proj = (filled_projector(plus) - filled_projector(minus)) / (2 * STEP)
r_shift = abs(u_shift[:, FILLED:6].conj().T @ d_proj @ u_shift[:, :FILLED])
gaps = energy[:, None] - energy[None, :]
r_before = abs(vel[FILLED:6, :FILLED]) / gaps[FILLED:6, :FILLED]
assert np.allclose(r_shift, r_before, atol=1e-5)

# Velocities of the shifted problem from its complete k derivative.
dh_shift = (plus[1] - minus[1]) / (2 * STEP)
vel_shift = velocity(vec, e_shift, dh_shift, m["dS"], m["D"])
expected = vel.copy()
for a in range(FILLED, size):
    for b in range(FILLED):
        factor = (gaps[a, b] + DELTA) / gaps[a, b]
        expected[a, b] *= factor
        expected[b, a] *= factor
assert np.allclose(vel_shift[:6, :6], expected[:6, :6], atol=1e-5)
mom_shift = vec_shift.conj().T @ m["P"] @ vec_shift
assert abs(abs(mom_shift[c, v]) - abs(mom[c, v])) < 1e-7

# Sum of squared position elements against overlaps of neighbouring k.
half_step = 5e-4
edges = []
for k in (K0 - half_step, K0 + half_step):
    b = build(k)
    edges.append(b["T"] @ eigh(b["H"], b["S"])[1][:, :FILLED])
overlap = edges[0].conj().T @ edges[1]
metric = (FILLED - np.sum(abs(overlap) ** 2)) / (2 * half_step) ** 2
metric_sum = np.sum(abs(vel[FILLED:, :FILLED] / gaps[FILLED:, :FILLED]) ** 2)
assert abs(metric - metric_sum) < 1e-3 * metric_sum

# Oscillator sum averaged over the Brillouin zone.
n_k = 16
sum_before = sum_after = mean_r2 = 0.0
for j in range(n_k):
    b = build(2 * np.pi / CELL * ((j + 0.5) / n_k - 0.5))
    e_b, x_b = eigh(b["H"], b["S"])
    v_b = velocity(x_b, e_b, b["dH"], b["dS"], b["D"])[FILLED:, :FILLED]
    gap_b = e_b[FILLED:, None] - e_b[None, :FILLED]
    r2 = abs(v_b / gap_b) ** 2
    sum_before += 2 * np.sum(gap_b * r2) / n_k
    sum_after += 2 * np.sum((gap_b + DELTA) * r2) / n_k
    mean_r2 += np.sum(r2) / n_k
assert abs(sum_before - FILLED) < 5e-3

e_cv = gaps[c, v]
onsite_part = abs(vec[:, c].conj() @ m["D"] @ vec[:, v])
print(f"lattice constant: {CELL:.1f} bohr")
print(f"well depth: {DEPTH:.1f} hartree")
print(f"well width parameter: {WIDTH:.1f} bohr")
print(f"augmentation radius: {RADIUS:.1f} bohr")
print(f"partial-wave energy: {E_REF:.1f} hartree")
print(f"filled bands per spin: {FILLED}")
print(f"pseudo plane waves: {size}")
print(f"all-electron plane waves: {len(e_ae)}")
print(f"k point: {K0:.5f} 1/bohr")
print(f"scissors shift Delta: {DELTA:.3f} hartree")
print(f"scissors shift Delta: {DELTA * HARTREE_EV:.3f} eV")
for n in range(4):
    print(f"band {n + 1} energy before: {energy[n]:.5f} hartree")
    print(f"band {n + 1} energy after: {e_shift[n]:.5f} hartree")
print(f"e_cv, bands 2 to 3, before: {e_cv:.5f} hartree")
print(f"e_cv, bands 2 to 3, before: {e_cv * HARTREE_EV:.3f} eV")
print(f"e_cv after: {e_shift[c] - e_shift[v]:.5f} hartree")
print(f"gap change if S is left out: {gap_change_no_s:.5f} hartree")
print(f"largest element of P_c - P_c^+: {non_hermitian:.4f}")
print(f"operator error against all-electron: {operator_error:.1e}")
print(f"|r_cv| before: {r_before[0, v]:.5f} bohr")
print(f"|r_cv| after: {r_shift[0, v]:.5f} bohr")
print(f"|<c|D|v>|, on-site part: {onsite_part:.5f} bohr")
print(f"|p_cv| before: {abs(mom[c, v]):.5f} a.u.")
print(f"|p_cv| after: {abs(mom_shift[c, v]):.5f} a.u.")
print(f"|v_cv| before: {abs(vel[c, v]):.5f} a.u.")
print(f"|v_cv| after: {abs(vel_shift[c, v]):.5f} a.u.")
print(f"velocity ratio found: {abs(vel_shift[c, v] / vel[c, v]):.5f}")
print(f"(e_cv + Delta)/e_cv: {(e_cv + DELTA) / e_cv:.5f}")
print(f"|v| bands 1-2 before: {abs(vel[0, 1]):.5f} a.u.")
print(f"|v| bands 1-2 after: {abs(vel_shift[0, 1]):.5f} a.u.")
print(f"slope of band 3 before: {vel[c, c].real:.5f} a.u.")
print(f"slope of band 3 after: {vel_shift[c, c].real:.5f} a.u.")
weight = (abs(mom[c, v]) / (e_cv + DELTA) / r_shift[0, v]) ** 2
print(f"absorption weight kept if v is unscaled: {weight:.4f}")
print(f"max |v-p|, 13 pseudo waves: {momentum_errors[0]:.1e} a.u.")
print(f"max |v-p|, {size} pseudo waves: {momentum_errors[1]:.1e} a.u.")
print(f"sum |r_cv|^2 at k, from elements: {metric_sum:.5f} bohr^2")
print(f"sum |r_cv|^2 at k, from overlaps: {metric:.5f} bohr^2")
print(f"zone average of sum |r_cv|^2: {mean_r2:.5f} bohr^2")
print(f"oscillator sum before: {sum_before:.5f}")
print(f"oscillator sum after: {sum_after:.5f}")
print("PASS")
```

Output:

```
lattice constant: 6.0 bohr
well depth: 2.0 hartree
well width parameter: 0.4 bohr
augmentation radius: 1.2 bohr
partial-wave energy: 0.3 hartree
filled bands per spin: 2
pseudo plane waves: 49
all-electron plane waves: 145
k point: 0.10472 1/bohr
scissors shift Delta: 0.100 hartree
scissors shift Delta: 2.721 eV
band 1 energy before: -0.55965 hartree
band 1 energy after: -0.55965 hartree
band 2 energy before: 0.24971 hartree
band 2 energy after: 0.24971 hartree
band 3 energy before: 0.54317 hartree
band 3 energy after: 0.64317 hartree
band 4 energy before: 1.76861 hartree
band 4 energy after: 1.86861 hartree
e_cv, bands 2 to 3, before: 0.29346 hartree
e_cv, bands 2 to 3, before: 7.985 eV
e_cv after: 0.39346 hartree
gap change if S is left out: 0.09710 hartree
largest element of P_c - P_c^+: 0.0622
operator error against all-electron: 3.3e-10
|r_cv| before: 2.21468 bohr
|r_cv| after: 2.21468 bohr
|<c|D|v>|, on-site part: 0.00214 bohr
|p_cv| before: 0.64991 a.u.
|p_cv| after: 0.64991 a.u.
|v_cv| before: 0.64991 a.u.
|v_cv| after: 0.87138 a.u.
velocity ratio found: 1.34077
(e_cv + Delta)/e_cv: 1.34077
|v| bands 1-2 before: 0.25061 a.u.
|v| bands 1-2 after: 0.25061 a.u.
slope of band 3 before: 0.68224 a.u.
slope of band 3 after: 0.68224 a.u.
absorption weight kept if v is unscaled: 0.5563
max |v-p|, 13 pseudo waves: 1.4e-04 a.u.
max |v-p|, 49 pseudo waves: 6.4e-11 a.u.
sum |r_cv|^2 at k, from elements: 5.19356 bohr^2
sum |r_cv|^2 at k, from overlaps: 5.19357 bohr^2
zone average of sum |r_cv|^2: 2.78162 bohr^2
oscillator sum before: 1.99994
oscillator sum after: 2.55627
PASS
```
